# Gaussian-Orbital and Harmonic Energies of the bcc Wigner Crystal: test program

```python
"""
Energy per electron of the bcc Wigner crystal (Hartree atomic units).
Result under test: a product of Gaussian site orbitals gives
    E = E_M + 1.5 / rs**1.5,  E_M = -0.8959 / rs,  omega_E = rs**-1.5,
while coupled harmonic vibrations lower the coefficient 1.5 to about 1.33.
Symbols: rs = radius of the sphere holding one electron; sigma = standard
deviation of the site density along one axis; D(k) = dynamical matrix.
Lattice sums use lengths in units of rs, so energies scale as 1/rs and
squared frequencies as 1/rs**3.
"""
import numpy as np
from scipy.special import erf, erfc
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
density = 3 / (4 * np.pi)
a = (2 / density) ** (1 / 3)          # cubic lattice constant
R1 = np.sqrt(3) * a / 2               # nearest-neighbour distance
root_pi = np.sqrt(np.pi)


def vectors(cutoff, reciprocal=False):
    """Nonzero bcc lattice vectors, or their reciprocal vectors."""
    scale = 2 * np.pi / a if reciprocal else a / 2
    m = int(cutoff / scale) + 1
    axis = np.arange(-m, m + 1)
    t = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
    if reciprocal:
        keep = t.sum(1) % 2 == 0
    else:
        keep = ((t[:, 0] - t[:, 1]) % 2 == 0) & ((t[:, 1] - t[:, 2]) % 2 == 0)
    t = t[keep] * scale
    length2 = (t ** 2).sum(1)
    return t[(length2 > 1e-12) & (length2 <= cutoff ** 2)]


# ---- Static lattice: Ewald sum against a screened direct sum ----
def site_potential(u, eta=1.0):
    """Energy of one electron displaced by u, all others fixed on sites."""
    R, G = vectors(9.0), vectors(14.0, True)
    d = np.linalg.norm(R - u, axis=1)
    g2 = (G ** 2).sum(1)
    length = np.linalg.norm(u)
    own = 2 * eta / root_pi if length < 1e-12 else erf(eta * length) / length
    return (np.sum(erfc(eta * d) / d) - own - np.pi * density / eta ** 2
            + 4 * np.pi * density
            * np.sum(np.cos(G @ u) * np.exp(-g2 / (4 * eta ** 2)) / g2))


zero = np.zeros(3)
madelung = 0.5 * site_potential(zero)
kappas = np.array([0.5, 0.6, 0.7, 0.8])
distances = np.linalg.norm(vectors(50.0), axis=1)
screened = [0.5 * (np.sum(np.exp(-q * distances) / distances)
                   - 4 * np.pi * density / q ** 2) - q / 2 for q in kappas]
madelung_direct = np.polyfit(kappas ** 2, screened, 3)[-1]
assert abs(madelung - madelung_direct) < 1e-5
assert abs(madelung + 0.8959) < 1e-4

# ---- Einstein force constant from displacing a single electron ----
step = 0.01
einstein_k = []
for direction in ([1, 0, 0], [1, 1, 1]):
    u = step * np.array(direction) / np.linalg.norm(direction)
    einstein_k.append((site_potential(u) + site_potential(-u)
                       - 2 * site_potential(zero)) / step ** 2)
assert max(abs(np.array(einstein_k) - 1)) < 1e-3

# ---- Smeared lattice: energy of the neutral density minus self-energy ----
G_fine = vectors(45.0, True)
g2_fine = (G_fine ** 2).sum(1)
R_near = np.linalg.norm(vectors(12.0), axis=1)


def smeared_energy(s):
    return (2 * np.pi * density * np.sum(np.exp(-g2_fine * s ** 2) / g2_fine)
            - 1 / (2 * root_pi * s))


for s in (0.2, 0.35, 0.5):
    derived = madelung + 1.5 * s ** 2 - 0.5 * np.sum(erfc(R_near / (2 * s)) / R_near)
    assert abs(smeared_energy(s) - derived) < 1e-8

rs = 100.0
best = minimize_scalar(lambda s: 3 / (8 * (s * rs) ** 2) + smeared_energy(s) / rs,
                       bounds=(0.15, 0.35), method="bounded",
                       options={"xatol": 1e-9})
sigma_formula = np.sqrt(rs ** 1.5 / 2)
E_static = madelung / rs
E_product = E_static + 1.5 / rs ** 1.5
assert abs(best.x * rs / sigma_formula - 1) < 1e-3
assert abs(best.fun - E_product) < 1e-8

# ---- Kinetic cost of antisymmetry for two overlapping Gaussians ----
x = np.arange(-7.0, 10.0, 0.04)
separation = 3.0                       # in units of sigma
left, right = np.exp(-x ** 2 / 4), np.exp(-(x - separation) ** 2 / 4)
pair = np.outer(left, right) - np.outer(right, left)
gx, gy = np.gradient(pair, x, x)
kinetic_pair = 0.5 * np.sum(gx ** 2 + gy ** 2) / np.sum(pair ** 2)
S2_test = np.exp(-separation ** 2 / 4)
shift_test = S2_test * separation ** 2 / (16 * (1 - S2_test))
assert abs(kinetic_pair - 0.25 - shift_test) < 5e-4
S2 = np.exp(-(R1 * rs) ** 2 / (4 * sigma_formula ** 2))
exchange_kinetic = 4 * S2 * (R1 * rs) ** 2 / (16 * sigma_formula ** 4 * (1 - S2))


# ---- Dynamical matrix of the infinite crystal ----
def dynamical_matrix(k, eta=0.9):
    R = vectors(6.8)
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / root_pi * np.exp(-(eta * r) ** 2)
    first = -erfc(eta * r) / r ** 2 - gauss / r
    second = 2 * erfc(eta * r) / r ** 3 + gauss * (2 / r ** 2 + 2 * eta ** 2)
    hess = (np.eye(3) * (first / r)[:, None, None]
            + R[:, :, None] * R[:, None, :]
            * ((second - first / r) / r ** 2)[:, None, None])
    D = -(np.cos(k @ R.T) @ hess.reshape(-1, 9)).reshape(-1, 3, 3)
    D += np.eye(3) * (1 - 4 * eta ** 3 / (3 * root_pi))
    for G in np.vstack([zero, vectors(15.5, True)]):
        q = k + G
        q2 = (q ** 2).sum(1)
        weight = 4 * np.pi * density * np.exp(-q2 / (4 * eta ** 2)) / q2
        D += weight[:, None, None] * q[:, :, None] * q[:, None, :]
    return D


def zone_averages(N):
    """Branch means of omega, <u.u>, and nearest-neighbour <u0.u1>."""
    t = (np.arange(N) + 0.5) / N - 0.5
    frac = np.stack(np.meshgrid(t, t, t, indexing="ij"), -1).reshape(-1, 3)
    basis = 2 * np.pi / a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
    k = frac @ basis
    D = dynamical_matrix(k)
    assert np.max(abs(np.trace(D, axis1=1, axis2=2) - 3)) < 1e-8
    w2 = np.linalg.eigvalsh(D)
    assert w2.min() > 0
    w = np.sqrt(w2)
    spread = 0.5 * (1 / w).sum(1)
    phase = np.prod(np.cos(k * a / 2), axis=1)
    return w.mean(0), np.array([spread.mean(), (phase * spread).mean()])


results = {N: zone_averages(N) for N in (8, 12, 16, 24)}
branches = results[24][0]
harmonic = 0.5 * branches.sum()
assert abs(harmonic - 0.5 * results[16][0].sum()) < 5e-5
assert abs(harmonic - 1.33) < 0.005 and harmonic < 1.5
# The integrable 1/k singularity gives a mesh error proportional to 1/N**2.
coarse = (4 * results[16][1] - results[8][1]) / 3
u2, u01 = (4 * results[24][1] - results[12][1]) / 3
assert np.max(abs(coarse - [u2, u01])) < 3e-3
assert u2 > 1.5 and u01 > 0
on_site = 0.5 * u2
intersite = harmonic / 2 - on_site
E_harmonic = E_static + harmonic / rs ** 1.5

# ---- Periodic 16-electron cell with its full Coulomb energy ----
L, eta_cell = 2 * a, 1.0
labels = [(i, j, k) for i in range(4) for j in range(4) for k in range(4)
          if i % 2 == j % 2 == k % 2]
sites = np.array(labels) * a / 2
N_el = len(sites)
axis = np.arange(-7, 8)
m = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
half = (m[:, 0] > 0) | ((m[:, 0] == 0) & ((m[:, 1] > 0)
                                          | ((m[:, 1] == 0) & (m[:, 2] > 0))))
m = m[half & ((m ** 2).sum(1) <= 50)]
G_cell = 2 * np.pi / L * m
g2_cell = (G_cell ** 2).sum(1)
G_weight = 4 * np.pi / L ** 3 * np.exp(-g2_cell / (4 * eta_cell ** 2)) / g2_cell
images = L * np.array([(i, j, k) for i in (-1, 0, 1) for j in (-1, 0, 1)
                       for k in (-1, 0, 1)])
upper = np.triu_indices(N_el, 1)
own_images = np.linalg.norm(images[np.any(images != 0, axis=1)], axis=1)
constant = (N_el * 0.5 * np.sum(erfc(eta_cell * own_images) / own_images)
            - N_el * eta_cell / root_pi
            - np.pi * N_el ** 2 / (2 * L ** 3 * eta_cell ** 2))


def cell_energy(pos):
    d = pos[upper[0]] - pos[upper[1]]
    d -= L * np.round(d / L)
    r = np.sqrt(((d[:, None] + images) ** 2).sum(-1))
    angle = pos @ G_cell.T
    structure = np.cos(angle).sum(0) ** 2 + np.sin(angle).sum(0) ** 2
    return np.sum(erfc(eta_cell * r) / r) + G_weight @ structure + constant


V0 = cell_energy(sites)
assert abs(V0 / N_el - madelung) < 1e-8
h = 3e-3
row = np.zeros((3, N_el, 3))
for alpha in range(3):
    for j in range(N_el):
        for beta in range(3):
            total = 0.0
            for s1 in (1, -1):
                for s2 in (1, -1):
                    moved = sites.copy()
                    moved[0, alpha] += s1 * h
                    moved[j, beta] += s2 * h
                    total += s1 * s2 * cell_energy(moved)
            row[alpha, j, beta] = total / (4 * h * h)
assert np.max(abs(row[:, 0, :] - np.eye(3) * (1 - 1 / N_el))) < 2e-4
for integers in ((1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)):
    k = 2 * np.pi / L * np.array(integers, float)
    from_cell = np.einsum("ajb,j->ab", row, np.cos(sites @ k))
    assert np.max(abs(from_cell - dynamical_matrix(k[None])[0])) < 5e-4

lookup = {label: i for i, label in enumerate(labels)}
H = np.zeros((N_el, 3, N_el, 3))
for i in range(N_el):
    for j in range(N_el):
        shift = tuple((np.array(labels[j]) - np.array(labels[i])) % 4)
        H[i, :, j, :] = row[:, lookup[tuple(int(v) for v in shift)], :]
H = H.reshape(3 * N_el, 3 * N_el)
H = (H + H.T) / 2
w2, modes = np.linalg.eigh(H)
assert np.max(abs(w2[:3])) < 1e-3 and w2[3] > 0.01
w, modes = np.sqrt(w2[3:]), modes[:, 3:]   # drop the uniform translations

# Energies below are in units of rs**-1.5 per electron, static part removed.
rng = np.random.default_rng(7)
samples = 800
w_product = np.sqrt(1 - 1 / N_el)


def sampled_energy(displacements, gaussian_energy):
    """Add the sampled anharmonic part of the true Coulomb energy."""
    extra = np.array([cell_energy(sites + d.reshape(-1, 3)) - V0 - 0.5 * d @ H @ d
                      for d in displacements]) * np.sqrt(rs) / N_el
    return gaussian_energy + extra.mean(), extra.std(ddof=1) / np.sqrt(samples)


d_product = rng.normal(size=(samples, 3 * N_el)) * rs ** -0.25 / np.sqrt(2 * w_product)
gauss_product = 0.75 * w_product + np.trace(H) / (4 * w_product * N_el)
vmc_product, err_product = sampled_energy(d_product, gauss_product)
d_corr = (rng.normal(size=(samples, len(w))) * rs ** -0.25 / np.sqrt(2 * w)) @ modes.T
gauss_corr = 0.5 * w.sum() / N_el
vmc_corr, err_corr = sampled_energy(d_corr, gauss_corr)
assert abs(vmc_product - 1.5 * w_product) < 5 * err_product + 1e-3
assert vmc_corr + 5 * (err_corr + err_product) < vmc_product

print(f"Static coefficient, Ewald: {madelung:.6f} Ha")
print(f"Static coefficient, screened sum: {madelung_direct:.6f} Ha")
print(f"Lattice constant / rs: {a:.5f}")
print(f"Neighbour distance / rs: {R1:.5f}")
print(f"Einstein force constant * rs^3, [100]: {einstein_k[0]:.5f}")
print(f"Einstein force constant * rs^3, [111]: {einstein_k[1]:.5f}")
print("Infinite crystal, frequencies in units of omega_E:")
print(f"  mean of lowest branch: {branches[0]:.4f}")
print(f"  mean of middle branch: {branches[1]:.4f}")
print(f"  mean of highest branch: {branches[2]:.4f}")
print(f"  mean of all branches: {branches.mean():.4f}")
print("Coefficients of rs^-1.5 in Ha per electron:")
print(f"  harmonic zero-point energy: {harmonic:.4f}")
print(f"  harmonic minus product: {harmonic - 1.5:.4f}")
print(f"  harmonic kinetic part: {harmonic / 2:.4f}")
print(f"  harmonic on-site potential: {on_site:.3f}")
print(f"  harmonic intersite potential: {intersite:.3f}")
print("Displacements in units of rs^1.5 bohr^2:")
print(f"  <u.u>, product: {3 * sigma_formula**2 / rs**1.5:.3f}")
print(f"  <u.u>, harmonic: {u2:.3f}")
print(f"  neighbour <u0.u1>, harmonic: {u01:.3f}")
print(f"Example rs: {rs:.0f}")
print(f"Einstein frequency: {rs**-1.5:.6f} Ha")
print(f"sigma, formula: {sigma_formula:.4f} bohr")
print(f"sigma, minimised: {best.x * rs:.4f} bohr")
print(f"Neighbour distance: {R1 * rs:.2f} bohr")
print(f"Squared neighbour overlap: {S2:.2e}")
print(f"Exchange kinetic scale per electron: {exchange_kinetic:.1e} Ha")
print(f"Static energy: {E_static:.7f} Ha")
print(f"Product energy, formula: {E_product:.7f} Ha")
print(f"Product energy, minimised: {best.fun:.7f} Ha")
print(f"Harmonic energy: {E_harmonic:.7f} Ha")
print(f"Harmonic minus product: {E_harmonic - E_product:.7f} Ha")
print(f"Product energy: {E_product * HARTREE_EV:.5f} eV")
print(f"Harmonic energy: {E_harmonic * HARTREE_EV:.5f} eV")
print(f"Periodic cell: {N_el} electrons, {samples} samples per state")
print("Cell coefficients of rs^-1.5 in Ha per electron, rs as above:")
print(f"  product, predicted: {1.5 * w_product:.4f}")
print(f"  product, sampled: {vmc_product:.4f} +/- {err_product:.4f}")
print(f"  correlated, harmonic: {gauss_corr:.4f}")
print(f"  correlated, sampled: {vmc_corr:.4f} +/- {err_corr:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Static coefficient, Ewald: -0.895929 Ha
Static coefficient, screened sum: -0.895929 Ha
Lattice constant / rs: 2.03098
Neighbour distance / rs: 1.75888
Einstein force constant * rs^3, [100]: 0.99998
Einstein force constant * rs^3, [111]: 1.00001
Infinite crystal, frequencies in units of omega_E:
  mean of lowest branch: 0.4680
  mean of middle branch: 0.7167
  mean of highest branch: 1.4726
  mean of all branches: 0.8858
Coefficients of rs^-1.5 in Ha per electron:
  harmonic zero-point energy: 1.3286
  harmonic minus product: -0.1714
  harmonic kinetic part: 0.6643
  harmonic on-site potential: 1.212
  harmonic intersite potential: -0.548
Displacements in units of rs^1.5 bohr^2:
  <u.u>, product: 1.500
  <u.u>, harmonic: 2.424
  neighbour <u0.u1>, harmonic: 0.282
Example rs: 100
Einstein frequency: 0.001000 Ha
sigma, formula: 22.3607 bohr
sigma, minimised: 22.3608 bohr
Neighbour distance: 175.89 bohr
Squared neighbour overlap: 1.92e-07
Exchange kinetic scale per electron: 5.9e-09 Ha
Static energy: -0.0089593 Ha
Product energy, formula: -0.0074593 Ha
Product energy, minimised: -0.0074593 Ha
Harmonic energy: -0.0076307 Ha
Harmonic minus product: -0.0001714 Ha
Product energy: -0.20298 eV
Harmonic energy: -0.20764 eV
Periodic cell: 16 electrons, 800 samples per state
Cell coefficients of rs^-1.5 in Ha per electron, rs as above:
  product, predicted: 1.4524
  product, sampled: 1.4514 +/- 0.0025
  correlated, harmonic: 1.2570
  correlated, sampled: 1.2944 +/- 0.0044
ALL CHECKS PASSED
```
